\section*{L2 magnetic scattering and the j = 1/2 state}

\textbf{Q:} I have an antiferromagnet whose ions carry one hole in the $t_{2g}$ shell, with strong spin-orbit coupling and moments in the basal plane. The magnetic reflection is strong at the $L_3$ edge and absent at $L_2$. A $j=1/2$ hole has no $L_2$ amplitude, so I conclude that the hole is in the $j=1/2$ state.

\textbf{A:} Your premise is right, but the conclusion needs its converse: every other candidate state would have to give an $L_2$ signal for your moment direction. Let us test that with a tetragonal field of arbitrary size.

\section*{What the reflection measures}

\textbf{Q:} What is the amplitude for one hole?

\textbf{A:} Let $\psi$ be the empty $t_{2g}$ orbital. A core electron can enter only $\psi$, and for elastic scattering the core hole must be refilled from $\psi$. In the electric-dipole approximation, with one energy and width per edge,
\begin{equation}
f_j\propto\sum_m\langle\psi|\boldsymbol\epsilon\cdot\mathbf r|p_m\rangle
\langle p_m|\boldsymbol\epsilon'^*\cdot\mathbf r|\psi\rangle
=\sum_{\alpha\beta}\epsilon_\beta\epsilon'^*_\alpha F_{\beta\alpha}.
\end{equation}
Here $m$ runs over $2p_{1/2}$ for $L_2$ or $2p_{3/2}$ for $L_3$, and
\begin{equation}
F_{\beta\alpha}=v_\beta^\dagger v_\alpha,\qquad v_\alpha=P_j r_\alpha\psi,
\end{equation}
where $P_j$ projects on the core level. The intermediate $t_{2g}$ shell is full, so it has no multiplets with the core hole. I leave out transitions to $e_g$ for now.

Since $F$ is Hermitian, it is a real symmetric part plus $i\sum_\gamma\varepsilon_{\beta\alpha\gamma}w_\gamma$, with $w_x=\mathrm{Im}\,F_{yz}$ and cyclic permutations. The second part contributes $i(\boldsymbol\epsilon\times\boldsymbol\epsilon'^*)\cdot\mathbf w=-i(\boldsymbol\epsilon'^*\times\boldsymbol\epsilon)\cdot\mathbf w$.

The symmetric part is the expectation value of a time-even operator, so it is the same for $\psi$ and its time-reversed partner. It is also the same for their superpositions: for a Hermitian time-even $O$ and $T^2=-1$,
\[
\langle\psi|O|T\psi\rangle=\langle TOT\psi|T\psi\rangle=-\langle O\psi|T\psi\rangle=-\langle\psi|O|T\psi\rangle=0.
\]
At a reflection where otherwise equivalent sites with opposite pseudospin enter with opposite signs, only $\mathbf w$ remains.

\section*{The hole in a tetragonal field}

\textbf{Q:} Which state does the hole occupy?

\textbf{A:} Take $H=\zeta\,\mathbf l\cdot\mathbf s+\Delta|xy\rangle\langle xy|$ for an electron, with $\zeta>0$, $\Delta=E(xy)-E(yz,zx)$, and $\mathbf l,\mathbf s$ in units of $\hbar$. Define
\[
\phi=\frac{|yz\downarrow\rangle+i|zx\downarrow\rangle}{\sqrt2}.
\]
From $l_z\,yz=-i\,zx$ and $l_z\,zx=i\,yz$ one finds $l_z\phi=-\phi$, so the spin-orbit energy of $\phi$ is $(-1)(-\tfrac12)\zeta=\zeta/2$. From $l_x\,xy=i\,zx$ and $l_y\,xy=-i\,yz$,
\begin{equation}
\mathbf l\cdot\mathbf s\,|xy\uparrow\rangle
=\tfrac12\,i|zx\downarrow\rangle+\tfrac i2(-i)|yz\downarrow\rangle
=\frac{\phi}{\sqrt2},
\end{equation}
where $l_z\,xy$ has been dropped because it lies in the $e_g$ shell. The state is therefore $\psi_+=A|xy\uparrow\rangle+B\phi$, with
\begin{equation}
\begin{pmatrix}\Delta&\zeta/\sqrt2\\ \zeta/\sqrt2&\zeta/2\end{pmatrix}
\begin{pmatrix}A\\B\end{pmatrix}=E\begin{pmatrix}A\\B\end{pmatrix}.
\end{equation}
The hole takes the highest electron level,
\begin{equation}
E=\tfrac12\Big[\Delta+\tfrac\zeta2+\sqrt{(\Delta-\tfrac\zeta2)^2+2\zeta^2}\Big],
\qquad \frac BA=\frac{\sqrt2(E-\Delta)}{\zeta}.
\end{equation}
The ratio comes from the first row. The upper root exceeds both diagonal elements, so $A$ and $B$ can be taken positive. The doublet outside this block, $(|yz\uparrow\rangle+i|zx\uparrow\rangle)/\sqrt2$ and its partner, has energy $-\zeta/2$. Since $E>\zeta/2$, the hole never switches to it.

At $\Delta=0$, $E=\zeta$ and $B/A=\sqrt2$. This is the effective $j=1/2$ state, with equal weights on the three orbitals.

\section*{The two edges}

\textbf{Q:} A general $A$ and $B$ should then give an $L_2$ signal.

\textbf{A:} Write $\psi=xy\,a+yz\,b+zx\,c$, where $a,b,c$ are spinors. In units of $\langle p_x|y|xy\rangle$, $x$ takes $xy$ to $p_y$ and $zx$ to $p_z$; the other components act likewise. The $2p_{1/2}$ states are $\sum_i p_i\sigma_i\chi/\sqrt3$, so projecting $p_i\xi$ on them gives the spinor $\sigma_i\xi/\sqrt3$. Hence at $L_2$
\begin{equation}
v_x=\frac{\sigma_ya+\sigma_zc}{\sqrt3},\quad
v_y=\frac{\sigma_xa+\sigma_zb}{\sqrt3},\quad
v_z=\frac{\sigma_xc+\sigma_yb}{\sqrt3}.
\label{v}
\end{equation}
For $\psi_+$, $a=A\!\uparrow$, $b=(B/\sqrt2)\!\downarrow$ and $c=i(B/\sqrt2)\!\downarrow$. With $g=A-B/\sqrt2$,
\begin{equation}
v_x=\frac{ig}{\sqrt3}\downarrow,\qquad v_y=\frac{g}{\sqrt3}\downarrow,\qquad
v_z=\frac{1}{\sqrt3}\Big(\frac{iB}{\sqrt2}-\frac{iB}{\sqrt2}\Big)\uparrow=0.
\end{equation}
Time reversal ($\uparrow\to\downarrow$, $\downarrow\to-\uparrow$, complex conjugation) gives $\psi_-$ with $a=A\!\downarrow$, $b=-(B/\sqrt2)\!\uparrow$, $c=i(B/\sqrt2)\!\uparrow$. Its vectors are $v_x=-ig\!\uparrow\!/\sqrt3$, $v_y=g\!\uparrow\!/\sqrt3$, $v_z=0$.

For $\psi=c_+\psi_++c_-\psi_-$, $F_{yz}=F_{zx}=0$ because $v_z=0$, while
\begin{equation}
F_{xy}=-\frac{ig^2}{3}\big(|c_+|^2-|c_-|^2\big),\qquad
\mathbf w(L_2)=\frac{g^2}{3}\,\tau\,\hat{\mathbf z},\quad \tau=|c_-|^2-|c_+|^2.
\label{wl2}
\end{equation}
Pseudospin in the basal plane means $|c_+|=|c_-|$, hence $\tau=0$. The magnetic $L_2$ amplitude then vanishes for every $\Delta$.

\textbf{Q:} Is that an accident of the algebra?

\textbf{A:} It is a selection rule. A quarter turn about $z$ multiplies a state of angular momentum $m$ by $e^{-i\pi m/2}$. The hole doublet contains $m=-3/2$ and $5/2$, or their negatives, and has phases $e^{\pm3\pi i/4}$. The $2p_{1/2}$ doublet has $e^{\pm i\pi/4}$. The operator $z$ preserves the phase and cannot connect them. An in-plane $\mathbf w$ needs interference between $z$ and an in-plane dipole component, and at $L_2$ the $z$ component is missing.

\textbf{Q:} Why does $L_3$ stay bright?

\textbf{A:} Sum over both edges by setting $P_j=1$. The vectors become $p_ya+p_zc$, $p_xa+p_zb$ and $p_xc+p_yb$, so the summed $\mathbf w$ is $\mathrm{Im}(a^\dagger c,\,b^\dagger a,\,c^\dagger b)$. For $\psi=(\psi_++e^{i\varphi}\psi_-)/\sqrt2$,
\begin{align}
a^\dagger c&=\frac{iAB}{2\sqrt2}(e^{i\varphi}+e^{-i\varphi})=\frac{iAB}{\sqrt2}\cos\varphi,\\
b^\dagger a&=\frac{AB}{2\sqrt2}(e^{i\varphi}-e^{-i\varphi})=\frac{iAB}{\sqrt2}\sin\varphi,
\end{align}
and $c^\dagger b=0$. Nothing of this sum belongs to $L_2$, so $|\mathbf w(L_3)|=AB/\sqrt2$.

\textbf{Q:} You say pseudospin, but I know the moment direction.

\textbf{A:} The full shell has no moment, so the ion has $+\mu_B\langle\mathbf L+2\mathbf S\rangle_\psi$. For $\psi_-$, $\langle L_z\rangle=B^2$ and $2\langle S_z\rangle=B^2-A^2$, hence $\mu_z=\mu_B(2B^2-A^2)\tau$. An in-plane moment implies $\tau=0$ unless $A^2=2B^2$. In that case the first row gives $E-\Delta=\zeta/2$ and the second gives $E=\zeta/2+\zeta A/(\sqrt2B)=3\zeta/2$, so $\Delta=\zeta$. There the axial moment is zero for any pseudospin, and the moment direction no longer fixes $\tau$. Near that point it fixes $\tau$ poorly: for $\zeta=0.40$ eV and $\Delta=0.35$ eV, a moment $2^\circ$ out of the plane has $|\tau|=0.37$.

\section*{Numbers, and the axial case}

\textbf{Q:} How far from $j=1/2$ can the state be while $L_2$ stays dark?

\textbf{A:} Take a model ion with $\zeta=0.40$ eV. The overlap below is the squared overlap with $j=1/2$; the last three columns are components of $\mathbf w$ along $\langle\mathbf L\rangle_\psi$, for pseudospin in the plane or along $c$.

\begin{center}
\begin{tabular}{rccccc}
$\Delta$ (eV) & $xy$ weight & overlap & $L_3$ plane & $L_2$ axial & $L_3$ axial\\
$-0.8$ & 0.065 & 0.877 & 0.174 & 0.061 & 0.406\\
$-0.2$ & 0.211 & 0.981 & 0.289 & 0.009 & 0.385\\
$0.0$ & 0.333 & 1.000 & 0.333 & 0.000 & 0.333\\
$0.8$ & 0.864 & 0.702 & 0.243 & 0.149 & $-0.081$
\end{tabular}
\end{center}

The in-plane $L_2$ value is zero in every row. At $\Delta=0.8$ eV the hole is 86\% $xy$, yet your observation would be unchanged: $L_3$ present, $L_2$ absent. In a numerical scan from $-2$ to $2$ eV the in-plane $L_2$ amplitude stayed at rounding level, while $L_3$ did not fall below 0.088.

\textbf{Q:} Would moments along $c$ settle the matter?

\textbf{A:} In principle, yes, provided that the site is tetragonal about $c$ and the exchange field is negligible. For $\tau=1$, equation (\ref{wl2}) gives $w_z(L_2)=g^2/3$. It vanishes only for $B=\sqrt2A$; the two rows then give $E-\Delta=\zeta$ and $E=\zeta$, so $\Delta=0$. The test is weak near that point, because the amplitude is quadratic in $g$. At $\Delta=-0.2$ eV, $g=0.4597-0.8881/\sqrt2=-0.168$ and $g^2/3=0.0094$. The ratio of squared amplitudes is $(0.0094/0.385)^2\approx6\times10^{-4}$. A measured intensity ratio also contains radial integrals, core widths and absorption.

The $L_3$ signal is no fixed reference either. For $\psi_-$ the two-edge sum is $\mathrm{Im}\,c^\dagger b=B^2/2$, so $w_z(L_3)=B^2/2-g^2/3$. This vanishes when $g=\sqrt{3/2}\,B$, or $A/B=(1+\sqrt3)/\sqrt2$. Then
\begin{equation}
E=\frac\zeta2+\frac{\zeta A}{\sqrt2B}=\zeta\Big(1+\frac{\sqrt3}{2}\Big),\qquad
E-\Delta=\frac{\zeta B}{\sqrt2A}=\zeta\,\frac{\sqrt3-1}{2},
\end{equation}
so $\Delta=3\zeta/2=0.60$ eV. Beyond it the sign changes, as the last row shows. This zero belongs to the isolated $t_{2g}$ shell. An admixture $\delta\approx\zeta g/(E_{e_g}-E)$ of $x^2-y^2$ adds about $2A\delta$ to the two-edge sum; with $e_g$ 4 eV above $yz,zx$, $w_z(L_3)$ is still positive at $\Delta=0.95$ eV. The same admixture moves the zero of the axial moment above $\Delta=\zeta$.

\textbf{Q:} My moments will not turn. What else can I measure?

\textbf{A:} Absorption into the $t_{2g}$ hole. Its polarization sum at $L_2$ is $|v_x|^2+|v_y|^2=2g^2/3$, out of a two-edge total of 2. It is time-even, so the pseudospin direction does not matter. At $\Delta=-0.2$ eV it is 0.019, about 1\% of the total, and it must be separated from absorption into $e_g$.

\section*{Where the zero ends}

\textbf{Q:} Do the $e_g$ orbitals spoil the result?

\textbf{A:} Tetragonal symmetry lets the hole mix with $x^2-y^2$, which has the same quarter-turn phases, so $v_z=0$ survives. Empty $e_g$ Kramers pairs add no magnetic part as long as they are degenerate, since $\mathbf w$ is time-odd and cancels within each pair. An exchange field that splits the pairs leaves an $L_2$ remainder that grows with the splitting over the core width and can match the exchange-induced $t_{2g}$ signal discussed below. The zero of $v_z$ and the cancellation were tested numerically with the full $d$ shell at zero exchange field. They treat electrons as independent; Coulomb multiplets after a transition to $e_g$ are outside this model.

\textbf{Q:} And if the site is not tetragonal?

\textbf{A:} Then an in-plane signal is allowed. An orthorhombic field splits $yz$ from $zx$. In the basis $|xy\uparrow\rangle,|yz\downarrow\rangle,i|zx\downarrow\rangle$ the Hamiltonian is real, so $\psi_+$ has real amplitudes $\alpha,\beta,\gamma$. For $(\psi_++\psi_-)/\sqrt2$, equation (\ref{v}) gives
\begin{equation}
v_y=\frac{\alpha-\beta}{\sqrt6}(\uparrow+\downarrow),\quad
v_z=\frac{i(\gamma-\beta)}{\sqrt6}(\uparrow+\downarrow),\quad
w_x(L_2)=\frac{(\alpha-\beta)(\gamma-\beta)}{3}.
\end{equation}
With $\Delta=-0.2$ eV and $E(yz)-E(zx)=0.10$ eV, the amplitudes are 0.456, 0.684 and 0.570, so $w_x=(-0.228)(-0.114)/3=0.0087$. Against 0.251 at $L_3$, the squared ratio is $1.2\times10^{-3}$. The signal is a product of two differences, so it can be hard to see even when symmetry allows it.

\textbf{Q:} The ordered state also has an exchange field.

\textbf{A:} An in-plane field $hS_x$ changes $m$ by one unit and mixes in the doublet at $-\zeta/2$, which $z$ does connect to $2p_{1/2}$. Now $v_z$ is linear in $h$ while $v_y$ starts at order $g$, so for $\Delta\ne0$ the amplitude is linear in $h$ at leading order. At $\Delta=0$ both vectors start linearly, and the amplitude is at least quadratic. For $\Delta=-0.2$ eV and $h=0.02$ eV, $w_x(L_2)=-0.0011$ against 0.297 at $L_3$, a squared ratio of $1.5\times10^{-5}$. This field splits the hole doublet by only 4 meV. At $h=0.3$ eV (splitting 56 meV) $w_x(L_2)$ has changed sign and the ratio is $3\times10^{-4}$; at $h=0.6$ eV (88 meV) it is $7\times10^{-3}$. These values are for the $t_{2g}$ hole alone.

\textbf{Q:} Then what may I claim from my missing reflection?

\textbf{A:} That it is compatible with $j=1/2$, and also with tetragonally distorted hole states, as long as the exchange field is weak and $|\Delta|$ is not so large that the $L_3$ amplitude $AB/\sqrt2$ itself fades. To bound $\Delta$ you need a quantity that depends on it for in-plane moments, such as the $t_{2g}$ part of the $L_2$ absorption. That part gives only $g^2$, so a small value leaves the sign of $\Delta$ open. In the model ion, $\Delta=-0.20$ eV and $\Delta=+0.16$ eV give the same absorption.

\section*{Calculated quantities}
\begin{verbatim}
spin-orbit constant zeta = 0.40 eV
w is dimensionless, in units of <p_x|y|xy>^2
states: Delta (eV), xy weight, j=1/2 overlap squared, g
 -0.8 0.0648 0.8772 -0.4292
 -0.4 0.1362 0.9446 -0.2881
 -0.2 0.2113 0.9811 -0.1683
  0.0 0.3333 1.0000 0.0000
  0.2 0.5000 0.9714 0.2071
  0.4 0.6667 0.8889 0.4082
  0.8 0.8638 0.7021 0.6685
w: Delta (eV), in-plane L2, L3; axial L2, L3
 -0.8 0.0000 0.1741 0.0614 0.4062
 -0.4 0.0000 0.2425 0.0277 0.4042
 -0.2 0.0000 0.2887 0.0094 0.3849
  0.0 0.0000 0.3333 0.0000 0.3333
  0.2 0.0000 0.3536 0.0143 0.2357
  0.4 0.0000 0.3333 0.0556 0.1111
  0.8 0.0000 0.2425 0.1489 -0.0808
scan -2 to 2 eV: largest in-plane |w(L2)| = 2.7e-16
scan -2 to 2 eV: smallest in-plane |w(L3)| = 0.0880
zero axial moment at Delta = 0.40 eV
zero axial L3 signal at Delta = 0.60 eV
case Delta = -0.20 eV: E = 0.3464 eV
A = 0.4597, B = 0.8881
t2g absorption strength L2 = 0.0189, L3 = 1.9811
axial |w(L2)/w(L3)|^2 = 6.012e-04
orthorhombic splitting E(yz)-E(zx) = 0.10 eV
amplitudes xy, yz, zx = 0.4558, 0.6838, 0.5698
moment on x: w(L2) = 8.658e-03, w(L3) = 0.2511
|w(L2)/w(L3)|^2 = 1.189e-03
exchange term h S_x (S_x = +-1/2), h = 0.02 eV
exchange: w(L2) = -1.139e-03, w(L3) = 0.2974
|w(L2)/w(L3)|^2 = 1.467e-05
\end{verbatim}
